# Does Rashba splitting follow the mean force on the conduction electron?

**Question**

I am modelling a gated quantum well and started from the spin-orbit term of the Pauli equation, which is proportional to $\boldsymbol\sigma\cdot(\nabla V\times\mathbf k)$. By analogy I assumed that the Rashba coefficient of a subband is a material constant times the mean force on the conduction electron, $-\langle dE_c/dz\rangle$, where $E_c(z)$ is the conduction-band edge with both the gate potential and the band offsets. But a bound state does not accelerate along $z$, so Ehrenfest's theorem seems to force this average to zero, and then an asymmetric well would have no splitting. Is the Ehrenfest argument wrong, or the assumption? If the assumption, which gradient sets the splitting, and what do the interfaces do?

**Answer**

The Ehrenfest argument is right up to a correction that can be written down, and the assumption is wrong. In the Kane model the spin-orbit coupling of a conduction state comes from its admixture of valence states, so the gradients that enter are those of the two valence edges.

### Model and conventions

I use Rydberg units, $\hbar^2/2m_0=1$, energies in Ry and lengths in bohr. Growth is along $z$, $k_z=-i\partial_z$, a prime means $d/dz$ at fixed energy, and $\mathbf k=k(\cos\varphi,\sin\varphi)$ is the in-plane wave vector. The basis is $S,X,Y,Z$ times spin, with

$$H_{SS}=E_c(z)+k^2+k_z^2,\qquad H_{Sa}=H_{aS}=Pk_a,\qquad H_v=E_v-\tfrac{\Delta}{3}+\tfrac{\Delta}{3}\,\mathbf L\cdot\boldsymbol\sigma .$$

Here $a=x,y,z$, $(L_c)_{ab}=-i\varepsilon_{cab}$, and $P^2=E_P$ is the Kane energy; the factor $i$ in the momentum matrix element is absorbed in the phase of $S$. Since $\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34$, its eigenvalues are $1$ for $j=\tfrac32$ and $-2$ for $j=\tfrac12$, which puts the $\Gamma_8$ edge at $E_v$ and the $\Gamma_7$ edge at $E_v-\Delta$. All edges include the electrostatic energy $V(z)$.

The assumptions are a constant $P$, no remote-band curvature in the valence block, no strain and no bulk inversion asymmetry, so Dresselhaus terms are absent. $V$ is bounded and $E$ lies below $E_c(\pm\infty)$, so the state is truly bound, and $E>E_v(z)$ everywhere. Averages are $\langle X\rangle=\int X|\psi_c|^2dz$ with all eight components together normalised to one.

### Eliminating the valence components

The valence rows read $(E-H_v)\psi_v=Pk_a\psi_c$. Because $H_v$ contains no derivative, it is inverted point by point. The projectors on $j=\tfrac32$ and $j=\tfrac12$ are $\Pi_8=(2+\mathbf L\cdot\boldsymbol\sigma)/3$ and $\Pi_7=(1-\mathbf L\cdot\boldsymbol\sigma)/3$, as inserting the two eigenvalues shows. With $g_8=1/(E-E_v)$ and $g_7=1/(E-E_v+\Delta)$,

$$G=(E-H_v)^{-1}=g_8\Pi_8+g_7\Pi_7=A+B\,\mathbf L\cdot\boldsymbol\sigma,\qquad A=\frac{2g_8+g_7}{3},\quad B=\frac{g_8-g_7}{3}.$$

Substituting $\psi_v$ into the conduction rows adds $P^2\sum_{ab}k_aG_{ab}k_b$ to $H_{SS}$. The $A$ part gives $P^2(k_zAk_z+Ak^2)$. The $B$ part is $-iP^2\varepsilon_{cab}\sigma_c\,k_aBk_b$. When $a$ and $b$ are both in-plane, $k_a$ and $k_b$ are numbers and the antisymmetric sum cancels; $a=b=z$ gives $\varepsilon_{czz}=0$. The terms with one index equal to $z$ combine, through $\varepsilon_{cbz}=-\varepsilon_{czb}$, into

$$-iP^2\varepsilon_{czb}\sigma_ck_b\,(k_zB-Bk_z)=-iP^2\varepsilon_{czb}\sigma_ck_b\,(-iB')=-P^2B'\,\varepsilon_{czb}\sigma_ck_b .$$

With $\varepsilon_{xzy}=-1$ and $\varepsilon_{yzx}=+1$, the sum is $\varepsilon_{czb}\sigma_ck_b=-\sigma_xk_y+\sigma_yk_x$. Therefore

$$H_{\rm eff}(E)=-\partial_zM\partial_z+Mk^2+E_c+P^2B'\,(\sigma_xk_y-\sigma_yk_x),\qquad M=1+P^2A. \tag{1}$$

$M=m_0/m^*$ is the local, energy-dependent inverse mass. No approximation was made in passing from the eight-band model to (1). The spin operator equals $k\,\boldsymbol\sigma\cdot\mathbf n$ with $\mathbf n=(\sin\varphi,-\cos\varphi,0)$, independent of $z$, so $s=\pm1$ along $\mathbf n$ is conserved and each spin sees a scalar equation with the extra potential $skP^2B'(z)$.

### The Rashba coefficient

For fixed $s$ the lowest level is nondegenerate. Differentiate $\langle\psi|H_{\rm eff}(E,k)-E|\psi\rangle=0$ along the solution $E_s(k)$; the terms from the variation of $\psi$ drop because $(H_{\rm eff}-E)\psi=0$ and the operator is Hermitian. At $k=0$ the term $Mk^2$ has zero slope, so

$$\frac{dE_s}{dk}=\frac{sP^2\int B'|\psi|^2dz}{N},\qquad N=\int|\psi|^2dz-\int\partial_EM\,|\psi'|^2dz .$$

From $\partial_Eg=-g^2$ follows $-\partial_EM=P^2(2g_8^2+g_7^2)/3$. The valence weight at $k=0$ is $\int\psi_v^\dagger\psi_v=P^2\int(G^2)_{zz}|\psi'|^2$, and since $G^2=g_8^2\Pi_8+g_7^2\Pi_7$ and $(L_c)_{zz}=0$, $(G^2)_{zz}=(2g_8^2+g_7^2)/3$. So $N$ is the eight-component norm. Using $g_8'=g_8^2E_v'$ and $g_7'=g_7^2(E_v-\Delta)'$,

$$\alpha=P^2\langle B'\rangle=\frac{P^2}{3}\Big\langle g_8^2E_v'-g_7^2(E_v-\Delta)'\Big\rangle. \tag{2}$$

The scalar equation depends on $s$ through the product $sk$, so $E_+(k)-E_-(k)$ is odd in $k$ and equals $2\alpha k+O(k^3)$.

Equation (2) sharpens the phrase "valence-band gradient". There are two valence edges, they enter with opposite signs, and each carries a position-dependent weight. The conduction edge acts through $E$ and $|\psi_c|^2$, and its gradient does not appear in the integrand. If $\Delta=0$ everywhere, $B=0$ and the splitting vanishes.

### What Ehrenfest's theorem says

For a bound eigenstate $\Psi$ of the eight-band $H$, both $\langle\Psi|\partial_zH\Psi\rangle$ and $\langle\Psi|H\partial_z\Psi\rangle$ equal $E\langle\Psi|\partial_z\Psi\rangle$, the second because $H$ can be moved to the left when $\Psi$ decays. Hence $\langle[\partial_z,H]\rangle=0$. With constant $P$ the commutator has $E_c'$ in the conduction block, $H_v'$ in the valence block and nothing between them:

$$\int|\psi_c|^2E_c'\,dz+\int\psi_v^\dagger H_v'\psi_v\,dz=0. \tag{3}$$

This holds at any $k$. The quantity that vanishes is the total force on all components. At $k=0$, insert $\psi_v=GPk_z\psi_c$. Differentiating $(E-H_v)G=1$ gives $G'=GH_v'G$, and $G'_{zz}=A'$, so the second integral is $P^2\int A'|\psi_c'|^2$. Writing $G_c$ for minus the mean conduction force,

$$G_c\equiv\langle E_c'\rangle=-\int M'|\psi_c'|^2dz. \tag{4}$$

For constant $M$ the conduction force vanishes, which is the argument in the question. Otherwise a residue is left, and it too is driven by valence gradients, since $M'=P^2[2g_8^2E_v'+g_7^2(E_v-\Delta)']/3$. Apart from its overall minus sign, it differs from (2) in that the weight is $|\psi_c'|^2$ in place of $|\psi_c|^2$, the $\Gamma_8$ edge counts twice, and the two edges add where in (2) they subtract.

Its scale follows from an abrupt interface between a barrier ($M_b$, offset $q_c$) on the left and a well ($M_w$) on the right. Integrating (1) across the step shows that $J=M\psi'$ is continuous, so $\int M'|\psi'|^2=J^2\int M'/M^2=J^2(1/M_b-1/M_w)$. In a flat barrier $\psi'=\kappa\psi$ with $M_b\kappa^2=q_c-E$, so $J^2=M_b(q_c-E)\rho_i$, where $\rho_i=|\psi|^2$ at the interface. The term becomes $(q_c-E)\rho_i(1-M_b/M_w)$, to be compared with the offset force $q_c\rho_i$. This covers the interface alone; $V'$ also enters $M'$ through the valence edges, so the field leaves a residue even when the valence offsets are zero. The interface part of the residue is thus a fraction of order $1-M_b/M_w$ of the offset force at that interface, and "nearly vanishes" means small by the variation of the mass across the structure.

### Why offsets cancel the field in one band and not in the other

Take constant $\Delta$ and offsets of a common shape $U(z)$, zero in the well and one in the barriers:

$$E_c=q_cU+V,\qquad E_v=-E_g-q_vU+V,\qquad r=q_v/q_c .$$

Then $G_c=q_c\langle U'\rangle+\langle V'\rangle$ gives $\langle U'\rangle=(G_c-\langle V'\rangle)/q_c$, and inserting this in $\langle E_v'\rangle=-q_v\langle U'\rangle+\langle V'\rangle$ yields

$$\langle E_v'\rangle=(1+r)\langle V'\rangle-rG_c. \tag{5}$$

The field pushes the electron against one interface until the offset force nearly balances it. A type-I valence offset ($r>0$) has the opposite slope at that same interface, so there the interface term adds to the field.

When offsets and $V$ are small against the gap, $w=g_8^2-g_7^2$ and $M$ vary across the structure by relative amounts of order $q/E_g$. To leading order $w$ leaves the average in (2) and $G_c$ drops from (5):

$$\alpha\to C_0\langle V'\rangle(1+r),\qquad C_0=P^2w/3. \tag{6}$$

Two cases show what is left of the belief. For $r=0$, $\alpha$ follows the electric field $\langle V'\rangle$, which is one part of the force and not the mean force. A hard-wall model approaches this case, because $q_c\to\infty$ at fixed $q_v$ sends $r\to0$, and the wall force that balances the field, up to the residue (4), sits in the boundary condition, outside the average that is computed. For $r=-1$ the gap is constant and the confinement is equivalent to a purely electrostatic one. Then $E_v'=E_c'$, $\alpha=(P^2/3)\langle wE_c'\rangle$, and the leading term cancels by Ehrenfest's theorem.

### A worked example

Take round model parameters $E_g=0.06$, $\Delta=0.03$, $E_P=1.6$, $q_c=0.04$, $q_v=0.02$ Ry, so $r=0.5$. The well is $2a=200$ bohr wide, with $U=\tfrac12[1-\tanh\frac{z+a}{b}]+\tfrac12[1+\tanh\frac{z-a}{b}]$ and $b=12$ bohr. The potential is $V=F\ell\tanh(z/\ell)$ with $\ell=200$ bohr and $F=2\times10^{-5}$ Ry/bohr, about 51 kV/cm. The energy zero is the conduction edge at the centre. The reference is the eigenvalue pair of the full eight-band matrix on a grid; it shares the omissions listed above, and $V$ is prescribed, not self-consistent. The numbers are in the numerical output below.

The ground level is $E_0=0.0037258$ Ry, the conduction weight is $0.964$, and $\langle z\rangle=-7.3$ bohr, toward lower $V$.

The mean field term is $\langle V'\rangle=1.8346\times10^{-5}$ Ry/bohr, while $G_c=-2.286\times10^{-6}$ Ry/bohr from both the eight-band eigenvectors and the right side of (4). The ratio is $-0.125$. The inverse masses are $17.86$, $23.43$ and $19.04$ at $z=-200,0,200$ bohr, so the mismatch on the left is $1-17.86/23.43=0.238$. Measured against the net offset force $|G_c-\langle V'\rangle|=2.063\times10^{-5}$ Ry/bohr, the residue is $0.111$. The abrupt-interface estimate is a ratio for one interface, and it carries over to these net quantities only if both interfaces have the same ratio. The estimate gives the scale but is about twice this. The grading of the interface explains only part of the difference: sharpening the step raises the residue but leaves it well below $0.238$. That figure also omits the factor $(q_c+V(z_i)-E)/q_c$ of the abrupt formula, the barrier height above $E$ at the interface $z_i$ over the offset, and it takes $M_b$ deep in the barrier and $M_w$ at the centre, where $V$ differs from its value at the step. It further treats the two interfaces as alike. The right one opposes the left in both residue and offset force, and since $V>0$ there raises both its barrier factor and its mass mismatch, it removes a larger share of the residue than of the force, which lowers the net ratio. It also leaves out the part of $M'$ due to $V'$, which has the sign of the left-interface term and so works the other way. Identity (5) gives

$$\langle E_v'\rangle=1.5\times1.8346\times10^{-5}+0.5\times0.2286\times10^{-5}=2.866\times10^{-5}\ \text{Ry/bohr},$$

which is $1.56\,\langle V'\rangle$.

Formula (2) gives $\alpha=0.0033159-0.0015886=0.001727$ Ry bohr from its $\Gamma_8$ and $\Gamma_7$ parts, or $12.4$ meV Å. The eight-band splitting at $k=10^{-4}$ bohr$^{-1}$ and $\varphi=0.7$ rad reproduces this within the tested relative tolerance of $10^{-4}$, with the upper state along $+\mathbf n$. Split by origin, $\alpha=0.001273+0.000454$ Ry bohr, so the offsets supply 26% of it.

At the centre $E_0-E_v=0.063726$ Ry, so $g_8=15.69$, $g_7=10.67$ Ry$^{-1}$, $w=132.4$ Ry$^{-2}$ and $C_0=1.6\times132.4/3=70.6$ bohr$^2$. Three constant-weight estimates follow, in Ry bohr:

- mean force: $C_0G_c=-0.00016$, of the wrong sign and 9% of $\alpha$ in size;
- electric field alone: $C_0\langle V'\rangle=0.00130$, 25% below $\alpha$;
- valence gradient: $C_0\langle E_v'\rangle=0.00202$, 17% above $\alpha$.

The unweighted valence gradient is therefore an estimate and (2) is the result. Nearly all of the excess lies in the offset part: $70.6\times(2.866-1.835)\times10^{-5}=0.00073$ against $0.00045$, a ratio of $0.62$. Two effects of the right sign can be identified. Across an abrupt interface $B'$ integrates to the jump $B_w-B_b$, not to its linearisation $wq_v/3$. With $V$ neglected, $B_w=(15.69-10.67)/3=1.67$ and $B_b=(1/0.083726-1/0.113726)/3=1.05$, a jump of $0.62$ against $132.4\times0.02/3=0.88$ Ry$^{-1}$, a ratio of $0.71$. Restoring $V$ lowers it further: the jump shrinks as $E-E_v$ grows, and $V<0$ enlarges $E-E_v$ at the left interface, which contributes positively, while $V>0$ reduces it at the right one, which contributes negatively. The value $0.71$ holds for an abrupt step; across the graded interface used here $|\psi_c|^2$ weights the well side, where $w$ is larger, and this raises the ratio. The shares of these effects in the computed $0.62$ were not separated.

At $k=0.01$ bohr$^{-1}$, shooting on the scalar equations (1) and the eight-band matrix both give $0.005888732$ and $0.005920137$ Ry, tested to $10^{-8}$ Ry. The splitting is $3.14\times10^{-5}$ Ry $=0.43$ meV, 9% below $2\alpha k=3.45\times10^{-5}$ Ry. Raising $E$ from $E_0$ to $0.0059$ Ry changes $w$ at the centre to $1/0.0659^2-1/0.0959^2=121.5$ Ry$^{-2}$, a drop of 8%, which is the size seen; the changes of norm and envelope with $k$ were not separated out.

### Cases that separate the two quantities

If $\alpha$ were proportional to $G_c$, they would vanish in the same structure. Varying the left valence offset with all else fixed, they do not. At $0.01037$ Ry the eight-band $G_c$ is zero within the tested $10^{-4}F$, and $\alpha=0.00118$ Ry bohr, 68% of its earlier value. At $-0.00730$ Ry, a staggered alignment in which the left valence edge lies above that of the well, $\alpha$ is zero within $10^{-4}$ of its earlier value while $G_c=4.85\times10^{-6}$ Ry/bohr.

With no field, symmetric $E_c$ and $E_v$, and $\Delta$ raised by $0.02$ Ry in the right barrier, (2) and the eight-band matrix agree on $\alpha=0.000710$ Ry bohr. Dropping the $\Delta'$ term gives $-0.00011$ Ry bohr, with the wrong sign, so the $\Gamma_7$ edge must be treated as a potential of its own.

With the original asymmetric $E_c$ but flat valence edges, as if a graded gap cancelled the field in the valence band, $B'=0$ and $M'=0$. The state is still displaced, $\langle z\rangle=-6.6$ bohr, and the splitting at $k=0.01$ bohr$^{-1}$ is below the tested $10^{-12}$ Ry. An asymmetric envelope does not by itself produce a splitting in this model.

To test (6), multiply $E_g$, $\Delta$ and $E_P$ by $\lambda$. This keeps $P^2A$ nearly fixed, while the variation of $M$, of order $P^2g^2q$, falls as $1/\lambda$. For $r=0.5$, $G_c/\langle V'\rangle$ is $-0.0158$ at $\lambda=10$ and $-0.00162$ at $\lambda=100$, a factor of $9.7$. At $\lambda=100$ the eight-band ratio $\alpha/(C_0\langle V'\rangle)$ is $-0.0009$, $0.9999$, $1.498$ and $1.994$ for $r=-1,0,0.5,1$, against $1+r=0,1,1.5,2$, while $|G_c|$ is $0.3\%$ of $\langle V'\rangle$ or less in all four. In the constant-gap case, $\alpha/(C_0\langle V'\rangle)=-0.0009$ and $G_c/\langle V'\rangle=+0.0020$ have opposite signs. Writing $w=w_0+\delta w$ gives $\alpha=C_0G_c+(P^2/3)\langle\delta w\,E_c'\rangle$, and both terms are of relative order $1/\lambda$, so even where the Ehrenfest cancellation governs the size of $\alpha$, the remainder is not $C_0G_c$.

### Where the result stops holding

Pointwise elimination needs a valence block without derivatives. Adding an isotropic curvature $-\gamma(k^2+k_z^2)$ with constant $\gamma$ makes $G$ nonlocal and (2) approximate, but leaves (3) intact, since the new term commutes with $\partial_z$. For $\gamma=1$ the eight-band $\alpha$ moves from $0.0017272$ to $0.0017246$ Ry bohr, by $0.15\%$; anisotropic valence terms were not tried. If $P$ varies with $z$, $B$ and $A$ are replaced by $P^2B$ and $P^2A$ under the derivative for the ordering $H_{aS}=Pk_a$, $H_{Sa}=k_aP$ (which gives $k_aPG_{ab}Pk_b$), other orderings give other interface terms, and (3) acquires off-diagonal terms in $P'$. If $E$ meets $E_v(z)$ somewhere, as in a broken-gap alignment, $g_8$ diverges and the elimination fails. If $V$ is unbounded, as for a uniform field extending to infinity, the level is a resonance, the boundary terms dropped in (3) need not vanish, and the theorem does not apply as derived.

## Table of computed values

```
inputs (Ry): Eg=0.06 Delta=0.03 EP=1.6 qc=0.04 qv=0.02
inputs (bohr): width=200.0 b=12.0 ell=200.0 grid h=5.0 box=+-350.0
F = 2e-05 Ry/bohr = 51.42 kV/cm; k0=0.0001, k1=0.01 1/bohr; phi=0.7 rad
A E0 = 0.0037258 Ry
A conduction weight = 0.9643
A <z> = -7.3033 bohr
A M at z=-200,0,200 bohr: 17.8600 23.4288 19.0398
A 1-M(-200)/M(0) = 0.23769
A <V'> = 1.8346e-05 Ry/bohr
A Gc, eight-band = -2.2859e-06 Ry/bohr
A -int M'|psi'|^2 = -2.2858e-06 Ry/bohr
A Gc/<V'> = -0.1246
A <Ev'> = 2.8661e-05 Ry/bohr
A <Ev'>/<V'> = 1.5623
A alpha formula = 0.0017272 Ry bohr
A alpha eight-band = 0.0017272 Ry bohr
A alpha = 12.436 meV Angstrom
A alpha field part = 0.0012733 Ry bohr
A alpha offset part = 0.00045386 Ry bohr
A alpha Gamma8 part = 0.0033159 Ry bohr
A alpha Gamma7 part = -0.0015886 Ry bohr
A C0 = EP w(0)/3 = 70.619 bohr^2
A estimate C0*Gc = -0.00016142 Ry bohr
A estimate C0*<V'> = 0.0012955 Ry bohr
A estimate C0*<Ev'> = 0.002024 Ry bohr
A k1 energies eight-band: 0.005888732 0.005920137 Ry
A k1 energies shooting:   0.005888732 0.005920137 Ry
A k1 splitting = 3.1405e-05 Ry = 0.4273 meV; upper spin.n = +1.0000
A 2 alpha k1 = 3.4544e-05 Ry
A with gamma=1.0: alpha = 0.0017246 Ry bohr, Gc = -2.2702e-06 Ry/bohr
B left valence offset = 0.010366 Ry
B eight-band: alpha = 0.00118 Ry bohr, Gc = -6.257e-11 Ry/bohr
C left valence offset = -0.0073015 Ry
C eight-band: alpha = 2.351e-09 Ry bohr, Gc = 4.847e-06 Ry/bohr
D (F=0, Delta step 0.02 Ry): alpha = 0.00070988, eight-band 0.00070988 Ry bohr
D without Delta' term = -0.0001114 Ry bohr; Gc = 7.011e-07 Ry/bohr
E flat valence: <z> = -6.609 bohr, k1 splitting = 1.1e-17 Ry
r=0.5: Gc/<V'> at lam=10,100: -0.01579 -0.001623
lam=100 r=-1.0: alpha/(C0<V'>) = -0.0009, Gc/<V'> = 0.0020
lam=100 r=+0.0: alpha/(C0<V'>) = 0.9999, Gc/<V'> = -0.0004
lam=100 r=+0.5: alpha/(C0<V'>) = 1.4978, Gc/<V'> = -0.0016
lam=100 r=+1.0: alpha/(C0<V'>) = 1.9939, Gc/<V'> = -0.0028
```
